\section*{Transmission of Dirac electrons through steps and barriers in graphene}

\section*{The system}

An electron in graphene has an energy close to the point where the two bands touch. Near one valley it is described by a two-component wave function, whose components are the amplitudes on the two sublattices, and by the Hamiltonian
\begin{equation}
H=v(\sigma_x p_x+\sigma_y p_y)+V(x),\qquad p_x=-i\hbar\,\partial_x,\quad p_y=-i\hbar\,\partial_y .
\label{H}
\end{equation}
The Pauli matrices act on the sublattice index, called pseudospin. The potential $V(x)$ is the same on both sublattices and does not depend on $y$. Its edges may be abrupt compared with the electron wavelength, but they are smooth on the atomic scale, so that the valleys do not mix. Electron--electron interactions are neglected.

The electron arrives from the left, where $V=0$, with energy $E>0$. Its velocity makes an angle $\alpha$ with the $x$ axis, $|\alpha|<90^\circ$. The transmission $T$ is the transmitted flux along $x$ divided by the incident flux. Write
\begin{equation}
\kappa=\frac{E}{\hbar v},\qquad k_x=\kappa\cos\alpha,\qquad k_y=\kappa\sin\alpha,\qquad K(x)=\frac{E-V(x)}{\hbar v}.
\label{defs}
\end{equation}
$K$ carries a sign: it is negative where the potential exceeds the energy.

\section*{Part (a): waves and flux}

\textbf{Question.} Write the stationary equation as a first-order equation in $x$. State what is continuous at a jump of $V$, find the conserved flux, and find the plane waves in a region of constant $K\neq0$.

\textbf{Answer.} Since $V$ does not depend on $y$, we may write the wave function as $e^{ik_yy}\psi(x)$. Dividing $H\psi=E\psi$ by $\hbar v$ gives
\begin{equation}
(-i\sigma_x\partial_x+k_y\sigma_y)\psi=K\psi .
\end{equation}
Multiply from the left by $i\sigma_x$. With $\sigma_x^2=1$ and $\sigma_x\sigma_y=i\sigma_z$, the second term becomes $-k_y\sigma_z\psi$, so
\begin{equation}
\partial_x\psi=A\psi,\qquad A=iK\sigma_x+k_y\sigma_z .
\label{first}
\end{equation}
At a finite jump of $V$ the right side is bounded. Integrating over a vanishing interval then shows that $\psi$ is continuous. Its derivative is not, because $K$ jumps.

The velocity operator is $(i/\hbar)[H,x]=v\sigma_x$, so the flux is $j=v\psi^\dagger\sigma_x\psi$. It is constant in $x$:
\begin{equation}
\partial_x(\psi^\dagger\sigma_x\psi)=\psi^\dagger(A^\dagger\sigma_x+\sigma_xA)\psi
=k_y\psi^\dagger(\sigma_z\sigma_x+\sigma_x\sigma_z)\psi=0 ,
\end{equation}
where the terms $-iK$ and $+iK$ have cancelled.

For a plane wave $\psi=\chi e^{ipx}$ with $\chi=(1,c)^{T}$, the first row of $(p\sigma_x+k_y\sigma_y)\chi=K\chi$ reads $(p-ik_y)c=K$. Since $p^2+k_y^2=K^2$, this gives $c=(p+ik_y)/K$. Define an angle $\gamma$ by $p=K\cos\gamma$ and $k_y=K\sin\gamma$. Then
\begin{equation}
\chi_\gamma=\begin{pmatrix}1\\ e^{i\gamma}\end{pmatrix},\qquad
\frac{v\,\chi_\gamma^\dagger(\sigma_x,\sigma_y)\chi_\gamma}{\chi_\gamma^\dagger\chi_\gamma}=v(\cos\gamma,\sin\gamma).
\label{spinor}
\end{equation}
Thus $\gamma$ is the direction of both pseudospin and velocity. For $K<0$ the wave vector $(p,k_y)$ points opposite to the velocity. A transmitted wave must therefore be chosen by $\cos\gamma>0$, not by $p>0$.

\section*{Part (b): normal incidence}

\textbf{Question.} Let $\alpha=0$, and let $V(x)$ have any bounded shape between $x=0$ and $x=D$ and vanish outside. Find $T$. Which conserved quantity decides the result, and is it conserved at oblique incidence?

\textbf{Answer.} For $k_y=0$, equation (\ref{first}) is $\partial_x\psi=iK\sigma_x\psi$. Expand $\psi=c_+\chi_++c_-\chi_-$ in the eigenvectors $\chi_\pm=(1,\pm1)^{T}$ of $\sigma_x$. The two amplitudes decouple:
\begin{equation}
\partial_xc_\pm=\pm iKc_\pm,\qquad
c_\pm(x)=c_\pm(0)\exp\!\left[\pm i\int_0^xK(x')\,dx'\right].
\end{equation}
Their moduli are constant. Beyond the barrier there is no left-moving wave, so $c_-=0$ there, and hence $c_-=0$ everywhere. There is no reflected wave, and $|c_+|$ is the same on both sides:
\begin{equation}
T(\alpha=0)=1 .
\label{normal}
\end{equation}
The potential changes only the phase. Neither its height nor its shape matters, and a point where $V=E$ is not special.

The conserved quantity is $\sigma_x$, the pseudospin component along the motion. At $k_y=0$ the Hamiltonian is $v\sigma_xp_x+V$, which commutes with $\sigma_x$. Since the velocity is $v\sigma_x$, reflection would require $\sigma_x$ to change from $+1$ to $-1$, which a scalar potential cannot do. At oblique incidence
\begin{equation}
[H,\sigma_x]=v\hbar k_y[\sigma_y,\sigma_x]=-2i\hbar vk_y\sigma_z\neq0 ,
\end{equation}
so the protection is lost.

\section*{Part (c): a sharp step}

\textbf{Question.} Let $V=0$ for $x<0$ and $V=V_0$ for $x>0$. Find $T(\alpha)$, and specialize to the symmetric step $V_0=2E$, for which the kinetic energies $E-V$ on the two sides are $+E$ and $-E$.

\textbf{Answer.} Let $\beta$ be the direction of the transmitted velocity, $\cos\beta>0$. Conservation of $k_y$ gives
\begin{equation}
E\sin\alpha=(E-V_0)\sin\beta .
\label{snell}
\end{equation}
For $V_0>E$ the angle $\beta$ has the opposite sign to $\alpha$: the refraction is negative. The reflected wave has direction $\pi-\alpha$ and spinor $(1,-e^{-i\alpha})^{T}$. Continuity at $x=0$ reads
\begin{equation}
1+r=t,\qquad e^{i\alpha}-re^{-i\alpha}=te^{i\beta}.
\end{equation}
Inserting the first equation in the second and collecting $r$,
\begin{equation}
r=\frac{e^{i\alpha}-e^{i\beta}}{e^{-i\alpha}+e^{i\beta}}
=\frac{2i\,e^{i(\alpha+\beta)/2}\sin\frac{\alpha-\beta}{2}}{2\,e^{i(\beta-\alpha)/2}\cos\frac{\alpha+\beta}{2}} .
\end{equation}
The incident and reflected spinors have fluxes $2v\cos\alpha$ and $-2v\cos\alpha$. Their cross term vanishes, because $\chi_\alpha^\dagger\sigma_x\chi_{\pi-\alpha}=-e^{-i\alpha}+e^{-i\alpha}=0$. Flux conservation therefore gives $T=1-|r|^2$. With
\begin{equation}
\cos^2\tfrac{\alpha+\beta}{2}-\sin^2\tfrac{\alpha-\beta}{2}
=\tfrac12[\cos(\alpha+\beta)+\cos(\alpha-\beta)]=\cos\alpha\cos\beta ,
\end{equation}
we obtain
\begin{equation}
T_{\rm step}=\frac{\cos\alpha\cos\beta}{\cos^2\frac{\alpha+\beta}{2}} .
\label{step}
\end{equation}
This holds when (\ref{snell}) has a real solution with $|\sin\beta|<1$. If $|E-V_0|<E|\sin\alpha|$, the wave on the right decays. The constant flux must then equal its value at $x\to\infty$, which is zero, and reflection is total.

For $V_0=2E$, equation (\ref{snell}) gives $\beta=-\alpha$, and
\begin{equation}
T_{\rm step}=\cos^2\alpha\qquad(V_0=2E).
\label{cos2}
\end{equation}
In this case $T$ equals the squared overlap of the normalized incident and transmitted pseudospins, $\cos^2\frac{\alpha-\beta}{2}$. That is not a general rule. For $E=0.10$ eV, $V_0=0.25$ eV and $\alpha=60^\circ$, equation (\ref{snell}) gives $\beta=-35.3^\circ$. Then $T=0.428$, while the overlap is $0.454$.

\section*{Part (d): a square barrier}

\textbf{Question.} Let $V=V_0$ for $0<x<D$ and zero elsewhere. Find $T(\alpha)$, including the case in which the wave in the barrier is evanescent.

\textbf{Answer.} Put $u=V_0/\hbar v$, so that $K=\kappa-u$ in the barrier. Because $\sigma_x$ and $\sigma_z$ anticommute,
\begin{equation}
A^2=-(\kappa-u)^2+k_y^2=-q^2,\qquad q^2=(\kappa-u)^2-k_y^2 .
\label{q}
\end{equation}
Separating even and odd powers in the series of $e^{AD}$ gives the matrix that carries $\psi$ across the barrier:
\begin{equation}
\psi(D)=P\psi(0),\qquad P=\cos(qD)+A\,\frac{\sin(qD)}{q} .
\label{P}
\end{equation}
Since $A$ has zero trace, $\det P=1$.

Outside the barrier use the basis $\chi_r=(1,e^{i\alpha})^{T}$, $\chi_l=(1,-e^{-i\alpha})^{T}$, and define matrix elements by $P\chi_r=P_{rr}\chi_r+P_{lr}\chi_l$ and $P\chi_l=P_{rl}\chi_r+P_{ll}\chi_l$. With $\psi(0)=\chi_r+r\chi_l$ and $\psi(D)=t\chi_r$, the two components of (\ref{P}) are
\begin{equation}
P_{lr}+rP_{ll}=0,\qquad t=P_{rr}+rP_{rl}=\frac{P_{rr}P_{ll}-P_{rl}P_{lr}}{P_{ll}}=\frac1{P_{ll}} .
\end{equation}
The media on the two sides are the same, so $T=|t|^2=1/|P_{ll}|^2$.

To find $P_{ll}$, split $A=A_0-iu\sigma_x$, where $A_0=i\kappa\sigma_x+k_y\sigma_z$ belongs to the region outside. The left-moving wave $\chi_le^{-ik_xx}$ solves (\ref{first}) there, so $A_0\chi_l=-ik_x\chi_l$. For the other term write $\sigma_x\chi_l=a\chi_r+b\chi_l$, that is,
\begin{equation}
a+b=-e^{-i\alpha},\qquad ae^{i\alpha}-be^{-i\alpha}=1 .
\end{equation}
Multiplying the first equation by $e^{i\alpha}$ and subtracting the second gives $2b\cos\alpha=-2$, so $b=-1/\cos\alpha=-\kappa/k_x$. Hence
\begin{equation}
P_{ll}=\cos(qD)+i\left(\frac{u\kappa}{k_x}-k_x\right)\frac{\sin(qD)}{q} .
\end{equation}
Both $\cos(qD)$ and $\sin(qD)/q$ are real, whether $q$ is real or imaginary. Using $\cos^2(qD)=1-\sin^2(qD)$,
\begin{equation}
|P_{ll}|^2=1+\left[\left(\frac{u\kappa}{k_x}-k_x\right)^2-q^2\right]\frac{\sin^2(qD)}{q^2} .
\end{equation}
From (\ref{q}), $q^2=k_x^2-2u\kappa+u^2$. The bracket is therefore
\begin{equation}
\frac{u^2\kappa^2}{k_x^2}-2u\kappa+k_x^2-k_x^2+2u\kappa-u^2
=u^2\,\frac{\kappa^2-k_x^2}{k_x^2}=\frac{u^2k_y^2}{k_x^2} ,
\end{equation}
and the result is
\begin{equation}
T=\left[1+\frac{u^2k_y^2}{k_x^2}\,\frac{\sin^2(qD)}{q^2}\right]^{-1} .
\label{barrier}
\end{equation}
For $q^2<0$ the last fraction is $\sinh^2(|q|D)/|q|^2$, and at $q=0$ it is $D^2$. At $k_y=0$ the fraction is finite and $T=1$ for every $V_0$, as (\ref{normal}) requires. At oblique angles $T=1$ also when $q$ is real and $qD=n\pi$, $n=1,2,\dots$

For $V_0=2E$ we have $u=2\kappa$ and $q=k_x$, so
\begin{equation}
T=\frac{1}{1+4\tan^2\alpha\,\sec^2\alpha\,\sin^2(k_xD)} .
\label{symbar}
\end{equation}
This is not $\cos^2\alpha$: waves reflected back and forth between the two steps interfere.

\section*{Part (e): numbers}

\textbf{Question.} Take $v=1.0\times10^6$ m/s, $E=0.10$ eV and $D=50$ nm. Evaluate $T$ for barriers of several heights and for the symmetric step. Explain the main features.

\textbf{Answer.} Here $\hbar v=0.658$ eV\,nm and $\kappa=0.152$ nm$^{-1}$, a wavelength $2\pi/\kappa=41.4$ nm. For $V_0=0.20$ eV and $\alpha=45^\circ$, $k_x=k_y=0.1074$ nm$^{-1}$ and $k_xD=5.371$, so $\sin^2(k_xD)=0.625$. With $\tan^2\alpha\sec^2\alpha=2$, equation (\ref{symbar}) gives
\begin{equation}
T=\frac1{1+8\times0.625}=0.167 .
\end{equation}
The single step transmits $0.500$ at this angle. Equations (\ref{barrier}) and (\ref{cos2}) give:

\begin{center}
\begin{tabular}{ccccc}
$\alpha$ & \multicolumn{3}{c}{barrier, $V_0$ in eV} & step\\
(deg) & 0.04 & 0.20 & 0.25 & 0.20 eV\\
0 & 1.000 & 1.000 & 1.000 & 1.000\\
15 & 0.974 & 0.811 & 0.837 & 0.933\\
30 & 0.859 & 0.869 & 0.506 & 0.750\\
45 & 0.012 & 0.167 & 0.450 & 0.500\\
60 & 0.0002 & 0.053 & 0.846 & 0.250
\end{tabular}
\end{center}

The height drops out at normal incidence, and near it (\ref{barrier}) makes $1-T$ at most of order $\alpha^2$. Within the table the height matters more as the angle grows: the three barriers span $0.81$ to $0.97$ at $15^\circ$, but $0.0002$ to $0.85$ at $60^\circ$. The trend does not continue to grazing incidence: at $75^\circ$ all three transmit less than $0.04$. For $V_0=0.20$ eV the oblique resonances obey $\kappa D\cos\alpha=n\pi$. Since $\kappa D=7.60$, only $n=1$ and $n=2$ are possible, at $65.6^\circ$ and $34.2^\circ$. The second lies close to $30^\circ$, where the barrier transmits more than one step alone. The lowest barrier has $E>V_0$, yet it is nearly opaque at $45^\circ$. The wave in it is evanescent once $\sin\alpha>(E-V_0)/E=0.6$, that is, beyond $36.9^\circ$. The oblique entries assume edges much narrower than the wavelength, a few nm at most, which is sharper than many gate-defined junctions. With linear edges 10 nm wide and the same width at half height, the entry $0.846$ falls to $0.13$.

\section*{Part (f): conditions}

\textbf{Question.} How do the results change if (i) the barrier contains a term $m\sigma_z$, with $m$ an energy, or (ii) the step is gradual? Does the other valley behave differently?

\textbf{Answer.} (i) A term $m\sigma_z$ gives the sublattices different energies and does not commute with $\sigma_x$. Let $\mu=m/\hbar v$ and $\alpha=0$. The derivation of (\ref{first}) now adds $-i\mu\sigma_x\sigma_z=-\mu\sigma_y$, so in the barrier
\begin{equation}
A=i(\kappa-u)\sigma_x-\mu\sigma_y,\qquad A^2=-q^2,\qquad q^2=(\kappa-u)^2-\mu^2 .
\end{equation}
Equation (\ref{P}) and $t=1/P_{ll}$ still hold. The left mover is now $\chi_-$, for which $\sigma_x$ has the diagonal element $-1$ and $\sigma_y$ has none. Thus $P_{ll}=\cos(qD)-i(\kappa-u)\sin(qD)/q$, and with $(\kappa-u)^2=q^2+\mu^2$,
\begin{equation}
T(\alpha=0)=\left[1+\mu^2\,\frac{\sin^2(qD)}{q^2}\right]^{-1} .
\end{equation}
For $m=0.08$ eV, $V_0=0.20$ eV and the other data of part (e), $T=0.37$ instead of 1.

(ii) Unit transmission at normal incidence survives. The argument of part (b) holds for any profile and does not need $V=0$ on the right. There $\chi_-$ still carries negative flux, so $c_-=0$ everywhere, and the flux $2v|c_+|^2$ is the same on both sides. The $\cos^2\alpha$ law survives only while the step is much narrower than the electron wavelength. Let $V$ rise linearly from $0$ to $2E$ over a width $w$, so that $K=\kappa(1-2x/w)$. Where $|K|<|k_y|$ the local wave is evanescent, and this strip has width $w|\sin\alpha|$. For $w=30$ nm and $\alpha=30^\circ$ it is 15 nm wide. Dividing the ramp into 800 slices of constant potential and multiplying their propagation matrices gives $T=0.20$, against $0.75$ for the sharp step.

The other valley has $H'=v(-\sigma_xp_x+\sigma_yp_y)+V$ in a suitable basis. Since $\sigma_y\sigma_x\sigma_y=-\sigma_x$, we have $\sigma_yH'\sigma_y=H$, and for a scalar potential $T(\alpha)$ is the same. The same transformation reverses the sign of a term $m\sigma_z$, so with such a term the two valleys can differ at oblique incidence. A potential that varies on the atomic scale can scatter electrons between valleys. It lies outside (\ref{H}), as do values of $|E-V|$ too large for the linear bands, so the independence of height found in part (b) is a statement about this Hamiltonian.

Numbers in the example were calculated in double precision.
